**Biased two-site hydrogen: level spacing and Schottky peak**

For tunnel splitting $\Delta$ and site-energy difference $\varepsilon$, the spacing is $E=\sqrt{\Delta^2+\varepsilon^2}$, and the heat capacity per trapped atom is $C=k(x/2)^2\operatorname{sech}^2(x/2)$ with $x=E/kT$. The program diagonalizes a proton in a full one-dimensional double well and asserts that its spacing, mean position, heat capacity, peak and entropy agree with the two-site formulas within stated tolerances. For $\Delta=0.20$ meV and $\varepsilon=0.15$ meV, the output gives $E=0.25$ meV and a peak of $0.4392k$ at 1.209 K. Further assertions cover the cold limit for random biases, deuterium in the same well, the Debye law, the superconducting electronic heat and the overlap of displaced oscillators. A Gaussian spread of biases with standard deviation 0.15 meV lowers the peak to $0.417k$ and moves it to 1.16 K. The barrier is adjusted to give the chosen splitting, and the niobium background parameters are rough values. The normal-state shift is an estimate that depends on an approximate lower energy cutoff.

## Verification by program

```python
"""Biased two-site model of hydrogen trapped near oxygen in niobium.

Result under test: level spacing E = sqrt(Delta^2 + epsilon^2), and heat
capacity per trapped atom C = k (x/2)^2 / cosh(x/2)^2 with x = E/(kT),
whose maximum lies at x tanh(x/2) = 2 and has height k (x^2/4 - 1).
Delta: full tunnel splitting of the symmetric pair; epsilon: difference of
the two site energies; k: Boltzmann constant; T: temperature.
The independent side is a proton in a full one-dimensional double well.
Energies are in meV, lengths in nm, temperatures in K.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

K_B = const.k / const.e * 1e3
M_H = const.m_p
M_D = const.physical_constants["deuteron mass"][0]

# Chosen model parameters and rough niobium values
DELTA = 0.20
BIAS = 0.15
LATTICE = 0.33
TRAPPED_FRACTION = 1e-3
BIAS_RMS = 0.15
DEBYE_T = 280.0
GAMMA = 8.0            # normal electronic coefficient, mJ/(mol K^2)
SC_GAP = 1.5           # superconducting gap parameter, meV
COUPLING = 0.05        # dimensionless electron coupling K
SEPARATION = LATTICE / (2 * np.sqrt(2))


def solve_well(barrier, force=0.0, mass=M_H, points=131):
    """Levels and states of the quartic double well with a linear tilt."""
    x = np.linspace(-0.13, 0.13, points)
    step = x[1] - x[0]
    kinetic_unit = const.hbar**2 / (2 * mass) / const.e * 1e21
    diff = np.subtract.outer(np.arange(points), np.arange(points))
    safe = np.where(diff == 0, 1, diff)
    sign = np.where(diff % 2 == 0, 1.0, -1.0)
    kinetic = np.where(diff == 0, np.pi**2 / 3, 2 * sign / safe**2)
    half = SEPARATION / 2
    potential = barrier * ((x / half)**2 - 1)**2 + force * x
    ham = kinetic_unit / step**2 * kinetic + np.diag(potential)
    levels, states = np.linalg.eigh(ham)
    return x, levels, states


def pair_parameters(barrier, mass=M_H, points=131):
    """Tunnel splitting and site-state displacement of the symmetric well."""
    x, levels, states = solve_well(barrier, 0.0, mass, points)
    displacement = abs(np.sum(states[:, 0] * x * states[:, 1]))
    return levels[1] - levels[0], displacement, levels


def energy_mean(levels, temp):
    e = levels - levels[0]
    w = np.exp(-e / (K_B * temp))
    return np.sum(e * w) / np.sum(w)


def heat_full(levels, temp):
    """Heat capacity in units of k from the energy variance."""
    e = levels - levels[0]
    w = np.exp(-e / (K_B * temp))
    w /= np.sum(w)
    mean = np.sum(w * e)
    return np.sum(w * (e - mean)**2) / (K_B * temp)**2


def schottky(x):
    """Two-level heat capacity in units of k, in overflow-safe form."""
    return x**2 * np.exp(-x) / (1 + np.exp(-x))**2


# Effective barrier that gives the chosen splitting
barrier = brentq(lambda v: np.log(pair_parameters(v)[0] / DELTA), 100, 500)
delta, shift, sym_levels = pair_parameters(barrier)
delta_fine = pair_parameters(barrier, points=181)[0]
assert abs(delta_fine / delta - 1) < 1e-5

# Spacing and mean position against the full double well
worst_spacing = 0.0
for eps in (0.05, 0.15, 0.5, 2.0):
    x, lev, vec = solve_well(barrier, eps / (2 * shift))
    predicted = np.hypot(delta, eps)
    error = abs((lev[1] - lev[0]) / predicted - 1)
    worst_spacing = max(worst_spacing, error)
    mean_x = np.sum(x * vec[:, 0]**2)
    assert abs(mean_x / (-shift * eps / predicted) - 1) < 2e-3
assert worst_spacing < 1e-3
big_bias = 20.0
lev_big = solve_well(barrier, big_bias / (2 * shift))[1]
big_error = (lev_big[1] - lev_big[0]) / np.hypot(delta, big_bias) - 1

# Heat capacity from the derivative of the full thermal energy
grid, levels, states = solve_well(barrier, BIAS / (2 * shift))
spacing = np.hypot(delta, BIAS)
mean_position = np.sum(grid * states[:, 0]**2)
for temp in (0.4, 0.8, 1.2, 3.0, 10.0):
    dt = 1e-4 * temp
    slope = (energy_mean(levels, temp + dt)
             - energy_mean(levels, temp - dt)) / (2 * dt * K_B)
    assert abs(slope / schottky(spacing / (K_B * temp)) - 1) < 3e-3
    assert abs(slope / heat_full(levels, temp) - 1) < 1e-5

# Peak position and height
x_peak = brentq(lambda y: y * np.tanh(y / 2) - 2, 1, 4)
height = x_peak**2 / 4 - 1
t_peak = spacing / (K_B * x_peak)
found = minimize_scalar(lambda t: -heat_full(levels, t), bounds=(0.3, 5),
                        method="bounded", options={"xatol": 1e-8})
assert abs(found.x / t_peak - 1) < 1e-3
assert abs(-found.fun - height) < 1e-5
x_cold = brentq(lambda y: schottky(y) - height / 2, x_peak, 20)
x_hot = brentq(lambda y: schottky(y) - height / 2, 0.1, x_peak)

# Cold and hot limits, and the entropy released
t_cold = spacing / (12 * K_B)
assert abs(heat_full(levels, t_cold) / (144 * np.exp(-12)) - 1) < 5e-3
x30 = spacing / (K_B * 30)
assert abs(heat_full(levels, 30.0) / (x30**2 / 4) - 1) < 5e-3
log_t = np.linspace(np.log(0.02), np.log(60), 2001)
c_values = np.array([heat_full(levels, t) for t in np.exp(log_t)])
entropy = np.sum((c_values[1:] + c_values[:-1]) / 2 * np.diff(log_t))
assert abs(entropy - np.log(2)) < 1e-3

# Random bias: average over diagonalized two-site matrices
biases = np.linspace(-8 * BIAS_RMS, 8 * BIAS_RMS, 4001)
weights = np.exp(-biases**2 / (2 * BIAS_RMS**2))
weights /= weights.sum()
matrices = np.zeros((biases.size, 2, 2))
matrices[:, 0, 0] = biases / 2
matrices[:, 1, 1] = -biases / 2
matrices[:, 0, 1] = matrices[:, 1, 0] = -delta / 2
pair_levels = np.linalg.eigvalsh(matrices)
gaps = pair_levels[:, 1] - pair_levels[:, 0]


def heat_average(temp):
    return np.sum(weights * schottky(gaps / (K_B * temp)))


deviations = []
for ratio in (50.0, 100.0):
    kt = delta / ratio
    limit = np.sqrt(delta * kt) / BIAS_RMS * ratio**2 * np.exp(-ratio)
    deviations.append(heat_average(kt / K_B) / limit - 1)
assert abs(deviations[0]) < 0.03
assert 1.6 < deviations[0] / deviations[1] < 2.4
avg = minimize_scalar(lambda t: -heat_average(t), bounds=(0.3, 5),
                      method="bounded", options={"xatol": 1e-7})
assert -avg.fun < height

# Deuterium in the same tilted well
delta_d, shift_d, _ = pair_parameters(barrier, M_D)
lev_d = solve_well(barrier, BIAS / (2 * shift), M_D)[1]
spacing_d = lev_d[1] - lev_d[0]
assert delta_d < delta / 5
assert abs(spacing_d / np.hypot(delta_d, BIAS * shift_d / shift) - 1) < 1e-3
t_peak_d = spacing_d / (K_B * x_peak)

# Temperature at which higher levels of the well add 0.001 k
t_higher = brentq(lambda t: heat_full(levels, t)
                  - schottky(spacing / (K_B * t)) - 1e-3, 30, 400)

# Lattice background: cubic law against the Debye integral
lattice_heat = 12 * np.pi**4 / 5 * const.R * (t_peak / DEBYE_T)**3 * 1e3
debye_integral = quad(lambda y: y**4 * np.exp(-y) / (-np.expm1(-y))**2,
                      1e-10, min(DEBYE_T / t_peak, 80), limit=200)[0]
lattice_full = 9 * const.R * (t_peak / DEBYE_T)**3 * debye_integral * 1e3
assert abs(lattice_full / lattice_heat - 1) < 1e-5


def electron_ratio(gap, temp):
    """Electronic heat over its normal value, from the energy derivative."""
    xi = np.linspace(0, 20, 20001)
    energy = np.hypot(xi, gap)

    def total(t):
        y = energy * np.exp(-energy / (K_B * t))
        y /= 1 + np.exp(-energy / (K_B * t))
        return np.sum((y[1:] + y[:-1]) / 2) * (xi[1] - xi[0])

    dt = 1e-4 * temp
    slope = (total(temp + dt) - total(temp - dt)) / (2 * dt)
    return 6 * slope / (np.pi**2 * K_B**2 * temp)


assert abs(electron_ratio(0.0, t_peak) - 1) < 1e-3
sc_ratio = electron_ratio(SC_GAP, t_peak)
y_gap = SC_GAP / (K_B * t_peak)
sc_limit = 6 / np.pi**2 * y_gap**2 * np.exp(-y_gap) * np.sqrt(np.pi * y_gap / 2)
# The first correction to the cold limit is about 1.4/y_gap, near 10 percent
assert abs(sc_ratio / sc_limit - 1) < 0.15
normal_heat = GAMMA * t_peak
sc_heat = normal_heat * sc_ratio
signal = TRAPPED_FRACTION * height * const.R * 1e3
assert signal > lattice_heat + sc_heat
assert spacing < 2 * SC_GAP

# Electronic dressing: overlap of explicitly displaced oscillators
dressing = (spacing / (2 * SC_GAP))**COUPLING
edges = np.geomspace(spacing, 2 * SC_GAP, 61)
ladder = np.diag(np.sqrt(np.arange(1, 12)), 1)
overlap = 1.0
for low, high in zip(edges[:-1], edges[1:]):
    omega = np.sqrt(low * high)
    strength = np.sqrt(2 * COUPLING * omega * (high - low))
    base = omega * np.diag(np.arange(12.0))
    push = strength / 2 * (ladder + ladder.T)
    left = np.linalg.eigh(base + push)[1][:, 0]
    right = np.linalg.eigh(base - push)[1][:, 0]
    overlap *= abs(left @ right)
assert abs(overlap / dressing - 1) < 1e-3
spacing_normal = np.hypot(delta * dressing, BIAS)
t_peak_normal = spacing_normal / (K_B * x_peak)


def show(label, value, unit="", fmt=".4f"):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


show("Tunnel splitting Delta", delta, "meV")
show("Bias epsilon", BIAS, "meV")
show("Lattice constant, rough", LATTICE, "nm", ".2f")
show("Site separation", SEPARATION, "nm")
show("Effective barrier", barrier, "meV", ".1f")
show("Symmetric ground level above minima", sym_levels[0], "meV", ".1f")
show("Site-state displacement d", shift, "nm", ".5f")
show("Tilt force F", BIAS / (2 * shift), "meV/nm")
show("Spacing E, two-site formula", spacing, "meV", ".6f")
show("Spacing E, full well", levels[1] - levels[0], "meV", ".6f")
show("Worst spacing error, bias to 2 meV", worst_spacing, "", ".1e")
show("Spacing error at 20 meV bias", 100 * big_error, "%", ".3f")
show("Ground mean position, full well", mean_position, "nm", ".5f")
show("Ground mean position, formula", -shift * BIAS / spacing, "nm", ".5f")
show("E/k", spacing / K_B, "K", ".3f")
show("Peak value of x", x_peak, "", ".5f")
show("Peak height C/k", height, "", ".5f")
show("Peak temperature, formula", t_peak, "K")
show("Peak temperature, full well", found.x, "K")
show("Lower half-height temperature", spacing / (K_B * x_cold), "K", ".3f")
show("Upper half-height temperature", spacing / (K_B * x_hot), "K", ".3f")
show("Entropy/k, 0.02 to 60 K", entropy, "", ".5f")
show("ln 2", np.log(2), "", ".5f")
show("Peak heat per mole trapped H", height * const.R, "J/(mol K)", ".3f")
show("Trapped H per Nb", TRAPPED_FRACTION, "", ".4f")
show("Peak signal per mole Nb", signal, "mJ/(mol K)", ".3f")
show("Random bias rms", BIAS_RMS, "meV", ".2f")
show("Random-bias peak temperature", avg.x, "K", ".3f")
show("Random-bias peak height C/k", -avg.fun, "", ".4f")
show("Cold-limit deviation, Delta/kT=50", 100 * deviations[0], "%", ".2f")
show("Cold-limit deviation, Delta/kT=100", 100 * deviations[1], "%", ".2f")
show("Deuterium splitting, same well", delta_d, "meV", ".5f")
show("Deuterium spacing, same tilt", spacing_d, "meV", ".5f")
show("Deuterium peak temperature", t_peak_d, "K", ".3f")
show("Third level above ground", levels[2] - levels[0], "meV", ".1f")
show("Higher levels add 0.001 k at", t_higher, "K", ".0f")
show("Debye temperature, rough", DEBYE_T, "K", ".0f")
show("Lattice heat at peak", lattice_heat, "mJ/(mol K)", ".3f")
show("Electronic coefficient, rough", GAMMA, "mJ/(mol K^2)", ".1f")
show("Normal electronic heat at peak", normal_heat, "mJ/(mol K)", ".2f")
show("Superconducting gap g, rough", SC_GAP, "meV", ".1f")
show("Gap over kT at peak", y_gap, "", ".2f")
show("Superconducting electronic heat", sc_heat, "mJ/(mol K)", ".2e")
show("Its cold-limit formula", normal_heat * sc_limit, "mJ/(mol K)", ".2e")
show("Electron coupling K, rough", COUPLING, "", ".2f")
show("Normal-state Delta factor", dressing, "", ".3f")
show("Normal-state spacing estimate", spacing_normal, "meV", ".3f")
show("Normal-state peak estimate", t_peak_normal, "K", ".2f")
print("all assertions hold")
```

Output:

```
Tunnel splitting Delta: 0.2000 meV
Bias epsilon: 0.1500 meV
Lattice constant, rough: 0.33 nm
Site separation: 0.1167 nm
Effective barrier: 255.5 meV
Symmetric ground level above minima: 75.5 meV
Site-state displacement d: 0.05444 nm
Tilt force F: 1.3776 meV/nm
Spacing E, two-site formula: 0.250000 meV
Spacing E, full well: 0.250000 meV
Worst spacing error, bias to 2 meV: 3.2e-06
Spacing error at 20 meV bias: -0.004 %
Ground mean position, full well: -0.03267 nm
Ground mean position, formula: -0.03266 nm
E/k: 2.901 K
Peak value of x: 2.39936
Peak height C/k: 0.43923
Peak temperature, formula: 1.2091 K
Peak temperature, full well: 1.2091 K
Lower half-height temperature: 0.644 K
Upper half-height temperature: 2.696 K
Entropy/k, 0.02 to 60 K: 0.69286
ln 2: 0.69315
Peak heat per mole trapped H: 3.652 J/(mol K)
Trapped H per Nb: 0.0010
Peak signal per mole Nb: 3.652 mJ/(mol K)
Random bias rms: 0.15 meV
Random-bias peak temperature: 1.161 K
Random-bias peak height C/k: 0.4174
Cold-limit deviation, Delta/kT=50: 0.92 %
Cold-limit deviation, Delta/kT=100: 0.47 %
Deuterium splitting, same well: 0.00494 meV
Deuterium spacing, same tilt: 0.15359 meV
Deuterium peak temperature: 0.743 K
Third level above ground: 128.7 meV
Higher levels add 0.001 k at: 130 K
Debye temperature, rough: 280 K
Lattice heat at peak: 0.157 mJ/(mol K)
Electronic coefficient, rough: 8.0 mJ/(mol K^2)
Normal electronic heat at peak: 9.67 mJ/(mol K)
Superconducting gap g, rough: 1.5 meV
Gap over kT at peak: 14.40
Superconducting electronic heat: 3.58e-03 mJ/(mol K)
Its cold-limit formula: 3.24e-03 mJ/(mol K)
Electron coupling K, rough: 0.05
Normal-state Delta factor: 0.883
Normal-state spacing estimate: 0.232 meV
Normal-state peak estimate: 1.12 K
all assertions hold
```
